\section*{The Dirac $g$ factor of the $1s$ electron in hydrogen-like ions, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The $g$ factor of the Dirac $1s$ electron}

The $1s_{1/2}$ level of a one-electron ion with a spinless nucleus is a doublet with $j=\tfrac12$. Any Hermitian operator within a doublet has the form $a+\mathbf b\cdot\mathbf J$. A weak uniform field $\mathbf B$ is the only vector that breaks the spherical symmetry, so at first order $\mathbf b$ is parallel to $\mathbf B$, and $a$ vanishes because no scalar is linear in one vector. The first-order shift is therefore fixed up to one pure number,
\begin{equation}
\Delta E = g\,\mu_B B\,m_j . \label{eq:gdef}
\end{equation}
Hartree atomic units are used: $\hbar=m=e=4\pi\epsilon_0=1$, $c=1/\alpha$, $\mu_B=\tfrac12$. The electron has charge $-1$, so its kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$, and
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+V,\qquad V=-\frac Zr,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r .
\end{equation}
The Dirac matrices $\alpha_k$ have the Pauli matrix $\sigma_k$ in both off-diagonal blocks and $\beta=\mathrm{diag}(1,1,-1,-1)$; plain $\alpha$ is the fine-structure constant. With $\mathbf r=\boldsymbol\rho/Z$,
\begin{equation}
\frac{H}{Z^2}=\frac cZ\,\boldsymbol\alpha\cdot\Big(\mathbf p_\rho+\tfrac12\frac{\mathbf B}{Z^2}\times\boldsymbol\rho\Big)+\beta\Big(\frac cZ\Big)^2-\frac1\rho .
\end{equation}
The shift $\Delta E/Z^2$ is then $B/Z^2$ times a function of $c/Z$ alone, so $g$ depends only on $Z\alpha$. Conjugation with $\beta$ reverses $\boldsymbol\alpha$ and leaves the rest unchanged, which makes $c\to-c$ a unitary equivalence; a power series of $g$ in $Z/c$ contains even powers only. A weakly bound electron has the free Dirac value 2, so $g=2+g_1(Z\alpha)^2+\dots$ The problem is to find the whole function and to trace $g_1$ to terms of the two-component Hamiltonian.

The nucleus is a point, spinless and infinitely heavy, $Z\alpha<1$, there are no radiative corrections, and $\mathbf B$ points along $z$ and is treated to first order, which needs $B\ll Z^2$.

\section*{(a) The perturbation}

\emph{Show that $g=2c\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle$ in the state $m_j=+\tfrac12$.}

\paragraph{Solution.} $H$ is linear in $\mathbf A$. The cyclic property of the triple product gives
\begin{equation}
H'=c\,\boldsymbol\alpha\cdot\mathbf A=\frac c2\,\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\frac{cB}{2}(\mathbf r\times\boldsymbol\alpha)_z .
\end{equation}
The product $\mathbf r\times\boldsymbol\alpha$ is a vector under rotations generated by $\mathbf J$, so its $z$ component commutes with $J_z$ and $H'$ is diagonal in the states $m_j=\pm\tfrac12$. For $m_j=+\tfrac12$, Eq.~\eqref{eq:gdef} reads $\Delta E=gB/4$, and equating this to $\langle H'\rangle$ gives
\begin{equation}
g=\frac{4\Delta E}{B}=2c\,\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle . \label{eq:gexp}
\end{equation}
$H'$ contains no separate spin moment. The operator $c\boldsymbol\alpha$ is the velocity, and the whole moment is that of the current it carries. It connects the upper and lower halves of the spinor, so both are needed.

\section*{(b) The $1s$ spinor}

\emph{Derive the radial equations for an $s_{1/2}$ state in a central potential and solve them for the Coulomb ground state.}

\paragraph{Solution.} Write $\psi=(\varphi,\eta)$ with
\begin{equation}
\varphi=\frac{P(r)}{r\sqrt{4\pi}}\,\chi,\qquad \eta=-i\,\frac{Q(r)}{r\sqrt{4\pi}}\,\boldsymbol\sigma\cdot\mathbf n\,\chi,\qquad \mathbf n=\frac{\mathbf r}{r},
\end{equation}
where $\chi$ is a constant unit spinor. The upper part has $l=0$. The operator $\boldsymbol\sigma\cdot\mathbf n$ is invariant under $\mathbf J$ and odd under parity, so the lower part has the same $j$ and $m_j$ and the opposite parity. Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the norm is $\int(P^2+Q^2)\,dr=1$. At $B=0$,
\begin{align}
(V+c^2-E)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta&=0,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2-E)\eta&=0 .
\end{align}
Two derivatives are needed. For a radial function $F$, $\boldsymbol\sigma\cdot\mathbf p\,F\chi=-iF'\,\boldsymbol\sigma\cdot\mathbf n\,\chi$. For a radial function $G$, write $G\,\boldsymbol\sigma\cdot\mathbf n=(G/r)\,\boldsymbol\sigma\cdot\mathbf r$ and use the product rule with $\sigma_k\sigma_k=3$:
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\big(G\,\boldsymbol\sigma\cdot\mathbf n\,\chi\big)=-i\Big[r\Big(\frac Gr\Big)'+\frac{3G}{r}\Big]\chi=-i\Big(G'+\frac{2G}{r}\Big)\chi .
\end{equation}
With $F=P/r$ one has $F'=(P'-P/r)/r$, and with $G=Q/r$ one has $G'+2G/r=(Q'+Q/r)/r$. In the lower equation the factor $-i\,\boldsymbol\sigma\cdot\mathbf n\,\chi/r$ is common. In the upper equation the two factors $-i$ multiply to $-1$. The result is
\begin{align}
c\Big(P'-\frac Pr\Big)&=(E+c^2-V)\,Q, \label{eq:r1}\\
c\Big(Q'+\frac Qr\Big)&=-(E-c^2-V)\,P. \label{eq:r2}
\end{align}
For $V=-Z/r$ try the nodeless forms $P=a\,r^\gamma e^{-\lambda r}$, $Q=b\,r^\gamma e^{-\lambda r}$. After division by $r^\gamma e^{-\lambda r}$, the terms in $1/r$ and the constant terms must match separately:
\begin{align}
c(\gamma-1)a&=Zb, & c(\gamma+1)b&=-Za,\\
-c\lambda a&=(E+c^2)b, & c\lambda b&=(E-c^2)a .
\end{align}
The product of the first pair gives $c^2(\gamma^2-1)=-Z^2$, so
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2}.
\end{equation}
The negative root is rejected because it makes $\langle 1/r\rangle$ diverge, and for $\gamma\ge\tfrac12$ also the norm. Since $Z/c=\sqrt{1-\gamma^2}$,
\begin{equation}
\frac ba=-\frac{c(1-\gamma)}{Z}=-\sqrt{\frac{1-\gamma}{1+\gamma}} .
\end{equation}
The second pair gives $b/a=-c\lambda/(E+c^2)$ and $b/a=(E-c^2)/(c\lambda)$, whose product is $(b/a)^2=(c^2-E)/(c^2+E)$. Comparison with $(1-\gamma)/(1+\gamma)$ gives $E=\gamma c^2$, and then $\lambda=-(b/a)(1+\gamma)c=c\sqrt{1-\gamma^2}=Z$. Thus
\begin{equation}
P=N\sqrt{1+\gamma}\,r^\gamma e^{-Zr},\qquad Q=-N\sqrt{1-\gamma}\,r^\gamma e^{-Zr}.
\end{equation}
For small $Z\alpha$, $E\to c^2-Z^2/2$ and $P\to r e^{-Zr}$, which identifies the state as $1s$. The density is $w(r)=P^2+Q^2=2N^2r^{2\gamma}e^{-2Zr}$. From $\int_0^\infty r^s e^{-2Zr}dr=\Gamma(s+1)/(2Z)^{s+1}$,
\begin{equation}
\langle r\rangle=\frac{1}{2Z}\frac{\Gamma(2\gamma+2)}{\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\end{equation}

\section*{(c) Breit's value}

\emph{Evaluate Eq.~\eqref{eq:gexp} and expand the result in $Z\alpha$.}

\paragraph{Solution.} Because $\boldsymbol\alpha$ is off-diagonal, the mean value is $\int\varphi^\dagger(\mathbf r\times\boldsymbol\sigma)_z\eta\,d^3r$ plus its complex conjugate, with
\begin{equation}
\varphi^\dagger(\mathbf r\times\boldsymbol\sigma)_z\eta=-i\,\frac{PQ}{4\pi r}\,\chi^\dagger(\mathbf n\times\boldsymbol\sigma)_z(\boldsymbol\sigma\cdot\mathbf n)\chi .
\end{equation}
The spin product follows from $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$:
\begin{align}
(\mathbf n\times\boldsymbol\sigma)_z(\boldsymbol\sigma\cdot\mathbf n)&=\epsilon_{zij}n_in_k(\delta_{jk}+i\epsilon_{jkl}\sigma_l)\nonumber\\
&=0+i\,[\mathbf n\times(\mathbf n\times\boldsymbol\sigma)]_z=i\,(n_z\,\boldsymbol\sigma\cdot\mathbf n-\sigma_z).
\end{align}
The first term vanishes because $\epsilon_{zij}n_in_j=0$. The factors $-i$ and $i$ multiply to 1, so the integrand is real and the conjugate doubles it. The angular mean of $n_in_j$ is $\delta_{ij}/3$, so the bracket averages to $-\tfrac23\sigma_z$, which is $-\tfrac23$ for spin up. With $d^3r=r^2dr\,d\Omega$,
\begin{equation}
\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle=-\frac43\int_0^\infty rPQ\,dr,\qquad g=-\frac{8c}{3}\int_0^\infty rPQ\,dr. \label{eq:gPQ}
\end{equation}
For the Coulomb state $PQ=-N^2\sqrt{1-\gamma^2}\,r^{2\gamma}e^{-2Zr}=-\tfrac12Z\alpha\,w(r)$, so
\begin{equation}
\int_0^\infty rPQ\,dr=-\frac{Z\alpha}{2}\,\frac{2\gamma+1}{2Z}=-\frac{\alpha(2\gamma+1)}{4}.
\end{equation}
Using $c\alpha=1$,
\begin{equation}
g=\frac{2(1+2\gamma)}{3}.
\end{equation}
The relative sign of $P$ and $Q$ decides the sign of $g$, and it is tied to the phase $-i\,\boldsymbol\sigma\cdot\mathbf n$ chosen in (b). Radial functions from one convention combined with angular factors from another give the wrong sign whenever the two conventions differ in the sign of this phase. With $x=(Z\alpha)^2$ and $\gamma=1-x/2-x^2/8-x^3/16-\dots$,
\begin{equation}
g=2-\tfrac23(Z\alpha)^2-\tfrac16(Z\alpha)^4-\tfrac1{12}(Z\alpha)^6-\dots \label{eq:series}
\end{equation}
The limit $Z\alpha\to0$ is 2, as required. As $Z\alpha\to1$, $g\to\tfrac23$; beyond that point $\gamma$ is imaginary and the point-nucleus problem has no regular $1s$ solution.

\section*{(d) Any central potential}

\emph{Show that $g=2(1+2\langle\beta\rangle)/3$ for every $s_{1/2}$ state, and find its leading departure from 2.}

\paragraph{Solution.} Equation~\eqref{eq:gPQ} did not use the form of $V$. Multiply Eq.~\eqref{eq:r1} by $rP$ and Eq.~\eqref{eq:r2} by $rQ$ and add. On the right $E-V$ cancels, since $(E+c^2-V)-(E-c^2-V)=2c^2$:
\begin{equation}
c\,\big[r(PP'+QQ')-P^2+Q^2\big]=2c^2\,rPQ .
\end{equation}
Integration by parts gives $\int r(PP'+QQ')dr=-\tfrac12\int(P^2+Q^2)dr=-\tfrac12$, the boundary term $\tfrac12 r(P^2+Q^2)$ vanishing at both ends. With $\langle\beta\rangle=\int(P^2-Q^2)dr$,
\begin{equation}
2c\int rPQ\,dr=-\tfrac12-\langle\beta\rangle,\qquad g=\frac43\Big(\frac12+\langle\beta\rangle\Big)=\frac{2(1+2\langle\beta\rangle)}{3}.
\end{equation}
For the Coulomb state $P^2-Q^2=\gamma\,w(r)$, so $\langle\beta\rangle=\gamma$ and Breit's value returns. Since $\langle\beta\rangle=1-2\int Q^2dr$, the result can be written $g=2-\tfrac83\int Q^2dr$, which is below 2 for any bound $s_{1/2}$ state. At leading order $E+c^2-V\approx2c^2$, so $\eta\approx\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$ and $\int Q^2dr\approx\langle p^2\rangle/4c^2=\langle T\rangle/2c^2$, with $T=p^2/2$ averaged in the Schr\"odinger state. Hence
\begin{equation}
g-2\approx-\frac{4\langle T\rangle}{3c^2}. \label{eq:43T}
\end{equation}

\section*{(e) The two-component Hamiltonian in a field}

\emph{Eliminate $\eta$ to order $1/c^2$ with the field present, and show which terms contribute at order $B/c^2$.}

\paragraph{Solution.} Let $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $\varepsilon=E-c^2$. The block equations are $(V-\varepsilon)\varphi+cD\eta=0$ and $cD\varphi=(2c^2+\varepsilon-V)\eta$. Solving the second for $\eta$ and expanding $c^2/(2c^2+\varepsilon-V)=\tfrac12-(\varepsilon-V)/4c^2+\dots$ gives
\begin{equation}
\Big[\tfrac12D^2+V+\frac{DVD}{4c^2}\Big]\varphi=\varepsilon\Big[1+\frac{D^2}{4c^2}\Big]\varphi .
\end{equation}
The expansion fails where $|V|\gtrsim c^2$, that is for $r\lesssim Z\alpha^2$. This radius is a fraction $(Z\alpha)^2$ of the orbital size $1/Z$, and the field-dependent terms evaluated in (f) grow no faster than $1/r$ when applied to the $1s$ function, so the region affects $g$ only at higher order. The right side contains the metric $S=1+D^2/4c^2$, which is the norm $\langle\varphi|\varphi\rangle+\langle\eta|\eta\rangle$ at this order. Setting $\Phi=S^{1/2}\varphi$ and multiplying by $S^{-1/2}\approx1-D^2/8c^2$ turns the equation into $H_2\Phi=\varepsilon\Phi$, with
\begin{align}
H_2&=\tfrac12D^2+V+\frac{DVD}{4c^2}-\frac{1}{8c^2}\big\{D^2,\tfrac12D^2+V\big\}\nonumber\\
&=\tfrac12D^2+V-\frac{D^4}{8c^2}-\frac{1}{8c^2}[D,[D,V]], \label{eq:H2}
\end{align}
because $[D,[D,V]]=D^2V-2DVD+VD^2$.

The square of $D$ is $\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$. In the cross product $\mathbf p\times\mathbf A+\mathbf A\times\mathbf p=-i(\nabla\times\mathbf A)=-i\mathbf B$, the terms in which $\mathbf p$ acts past $\mathbf A$ cancelling. Also $\nabla\cdot\mathbf A=0$, so $\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p=2\mathbf A\cdot\mathbf p=(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$. Therefore
\begin{equation}
D^2=p^2+B(L_z+\sigma_z)+A^2 . \label{eq:D2}
\end{equation}
Sort $H_2=H_0+H_Z+W_0+W_1+\dots$, where $H_0=T+V$, $H_Z=\tfrac12B(L_z+\sigma_z)$, $W_0$ is the field-free part of order $1/c^2$ and $W_1$ the part of order $B/c^2$. Let $|0\rangle$ be the Schr\"odinger $1s$ state with spin up. Then $H_Z|0\rangle=\tfrac12B|0\rangle$, and $g=4\Delta E/B=2$ at lowest order. At order $B/c^2$,
\begin{equation}
\Delta E=\langle0|W_1|0\rangle+2\,\mathrm{Re}\,\langle0|H_Z\,\mathcal R\,W_0|0\rangle,
\end{equation}
where the reduced resolvent $\mathcal R=\sum'|n\rangle\langle n|/(\varepsilon_0-\varepsilon_n)$ omits the doublet. Since $\langle0|H_Z$ is proportional to $\langle0|$, the second term is zero. In particular its orbital-Zeeman/spin-orbit part is removed by $\mathbf L|0\rangle=0$, and only $\langle W_1\rangle$ remains.

The Dirac equation gives $g=2(1+2\gamma)/3$ for the Coulomb $1s$ state, and in the two-component Hamiltonian only $\langle W_1\rangle$ contributes at order $B/c^2$. It remains to evaluate the two parts of $\langle W_1\rangle$ and compare their sum with Eq.~\eqref{eq:series}, to examine a shift of the gauge origin, and to work out the numbers for hydrogen-like aluminium and heavier ions.
